L2 and L3 Dipole Matrix Elements in PAW and 2:1 Branching

**1. Definitions and conventions**

Gaussian units are used, with ħ, m and e written out. The L3 edge comes from the core level 2p with j = 3/2, and L2 from j = 1/2. Their states are |j μ⟩, where ħμ is the z component of total angular momentum. The radial function is R(r) = u(r)/r, with ∫u² dr = 1; until part 9 it is taken to be the same for both j.

The final states are independent-particle states. Near the absorbing atom they are expanded in partial waves

φ_i = [u_nl(r)/r] Y_lm(θ,φ) χ_σ,  i = (n,l,m,σ),

where n labels reference energies and u_nl does not depend on spin. The spherical harmonics have Condon-Shortley phases. The unit vector r̂ has the components

C_0 = cosθ,  C_±1 = ∓ sinθ e^{±iφ}/√2,

and the polarization is written ε·r̂ = Σ_q a_q C_q. For a real unit vector n, a_0 = n_z and a_±1 = (∓n_x + i n_y)/√2.

For a field Re[ε E₀ e^{−iωt}] with |ε| = 1, the absorbing part of the perturbation has magnitude (eE₀/2) ε·r. The golden-rule rate is (2π/ħ)(eE₀/2)²|⟨f|ε·r|c⟩|² δ(E_f − E_c − ħω), and the photon flux is cE₀²/(8πħω). Their quotient, summed over states, is the cross section

σ(ω) = 4π² (e²/ħc) ħω Σ_{f,c} |⟨f|ε·r|c⟩|² δ(E_f − E_c − ħω).

The strength of one edge at final-state energy E leaves out the prefactor:

S_j(E) = Σ_μ Σ_f |⟨f|ε·r|jμ⟩|² δ(E − E_f),

where f runs over empty states. The 2:1 law concerns S_3/2/S_1/2 at the same E, not the absorption at the same photon energy.

**2. Reduction of the matrix element in PAW**

The all-electron state ψ follows from the smooth state ψ~ by

ψ = ψ~ + Σ_i (φ_i − φ~_i) c_i,  c_i = ⟨p~_i|ψ~⟩.

Hence

⟨ψ|ε·r|c⟩ = Σ_i c_i* ⟨φ_i|ε·r|c⟩ + ⟨ψ~ − Σ_i φ~_i c_i|ε·r|c⟩.

The core state vanishes, to good accuracy, outside the augmentation sphere, so the last term needs its bra only inside. There ψ~ = Σ_i φ~_i c_i if the partial waves are complete. The last term then drops out:

⟨ψ|ε·r|c⟩ = Σ_i c_i* ⟨φ_i|ε·r|c⟩.

The spectrum thus needs atomic matrix elements and the projections c_i. With finitely many partial waves the formula is approximate; part 8 measures the error.

**3. The j-resolved core states**

From J² = L² + S² + 2L·S,

L·S/ħ² = ½[j(j+1) − 2 − 3/4],

which is +1/2 for j = 3/2 and −1 for j = 1/2. For |μ| = 1/2 two product states have the right z component: Y_{1,μ−1/2}↑ and Y_{1,μ+1/2}↓. In this basis L·S/ħ² has diagonal elements (μ−½)/2 and −(μ+½)/2. The ladder operators give the off-diagonal element

½ √[2 − (μ−½)(μ+½)] = ½ √(9/4 − μ²).

Let (a,b) be the eigenvector with eigenvalue 1/2. The first row reads

[(μ−½)/2 − ½] a + ½ √(9/4 − μ²) b = 0,

so

b/a = (3/2−μ)/√[(3/2−μ)(3/2+μ)] = √[(3/2−μ)/(3/2+μ)].

Normalization and orthogonality then give, with α_± = √[(3/2 ± μ)/3],

|3/2,μ⟩ = R [α_+ Y_{1,μ−1/2}↑ + α_− Y_{1,μ+1/2}↓],
|1/2,μ⟩ = R [−α_− Y_{1,μ−1/2}↑ + α_+ Y_{1,μ+1/2}↓].

For μ = ±3/2 one coefficient is zero and the other is one, so the first line also covers the stretched states.

**4. Angular factors to s and d waves**

Define g_q^l(m) = ⟨Y_{l,m+q}|C_q|Y_1m⟩. Multiplying the explicit harmonics gives these factors. For q = 0,

cosθ Y_10 = √(3/4π) [1/3 + (3cos²θ−1)/3] = Y_00/√3 + (2/√15) Y_20,
cosθ Y_1±1 = ∓√(3/8π) sinθ cosθ e^{±iφ} = Y_2±1/√5.

For q = +1,

C_1 Y_11 = √(3/16π) sin²θ e^{2iφ} = √(2/5) Y_22,
C_1 Y_10 = −√(3/8π) sinθ cosθ e^{iφ} = Y_21/√5,
C_1 Y_1−1 = −√(3/16π) sin²θ = −Y_00/√3 + Y_20/√15.

The last equality uses sin²θ = 2/3 − (3cos²θ−1)/3. For q = −1, use C_−1 = −C_1* and Y_l,−m = (−1)^m Y_lm*. The signs cancel, so g_−1^l(−m) = g_1^l(m). All d factors are contained in

g_0^d(m) = √[(4−m²)/15],
g_±1^d(m) = √[(2±m)(3±m)/30].

No p wave appears, since r̂ is odd under inversion.

**5. The L2 and L3 matrix elements**

Let A_σ^{jμ} be the spinor coefficient from part 3 for spin σ = ±1/2. The dipole operator does not act on spin, so the core orbital has m = μ − σ and

⟨φ_{nlm'σ}|ε·r|jμ⟩ = I_nl A_σ^{jμ} Σ_q a_q g_q^l(μ−σ) δ_{m',μ−σ+q},

I_nl = ∫ u_nl(r) r u(r) dr.

This is the required formula for both edges. For light polarized along z and one radial wave per channel, acting with z = r cosθ on the core states and projecting on the partial waves gives

|3/2,3/2⟩ → (I_d/√5) Y_21↑,
|3/2,1/2⟩ → √(2/3)[(I_s/√3)Y_00 + (2I_d/√15)Y_20]↑ + (I_d/√15) Y_21↓,
|1/2,1/2⟩ → −√(1/3)[(I_s/√3)Y_00 + (2I_d/√15)Y_20]↑ + √(2/15) I_d Y_21↓.

The squared s amplitudes are 0, 2/9 and 1/9 times I_s². The squared d amplitudes are 1/5, 8/45 + 3/45 = 11/45 and 4/45 + 6/45 = 2/9 times I_d². States with negative μ have the same squares, because g_0 is even in m and α_+ and α_− exchange their values when μ changes sign. Thus L3 has d strength 2(1/5 + 11/45) = 8/9 and L2 has 2(2/9) = 4/9; the s strengths are 4/9 and 2/9. Both channels already show 2:1, although individual states do not have equal strengths.

**6. Proof of the statistical branching**

Collect the empty final states in the density matrix

ρ_ii'(E) = Σ_f c_fi c_fi'* δ(E − E_f),

and let D be the matrix of ε·r from the six 2p spin orbitals to the partial waves. The amplitude is Σ_i c_fi* D_ic. Squaring it and summing over f and μ gives

S_j = Tr[ρ D P_j D†],

where P_j projects onto the core level j. A linear function of L·S that equals 1 on one level and 0 on the other is the projector:

P_3/2 = (2 + 2L·S/ħ²)/3,  P_1/2 = (1 − 2L·S/ħ²)/3.

The eigenvalues 1/2 and −1 confirm both. Therefore

S_3/2 − 2S_1/2 = 2 Tr[ρ D (L·S/ħ²) D†].

This identity holds before any assumption about the spin of the final states. Now let them be spin-unpolarized in the strong sense ρ = ρ_o ⊗ 1, with the same orbital matrix for both spins and no spin-orbit correlation. Since D = D_o ⊗ 1 and L·S/ħ² = ½ Σ_k ℓ_k ⊗ σ_k, with ℓ = L/ħ and Pauli matrices σ_k, the right side becomes

Σ_k Tr[ρ_o D_o ℓ_k D_o†] Tr[σ_k] = 0.

Hence

S_3/2 = 2 S_1/2.

The matrix ρ_o was not restricted. It may be anisotropic and mix s with d, and the polarization may be linear or circular. Twenty random combinations of this kind were tested and gave the ratio 2 to rounding error. The number 2 is the ratio of the four core states to the two, but the reason it survives anisotropy is the vanishing spin trace.

For a completely empty shell with one radial wave, summed over all its states, ρ is the unit matrix. The shares of the two edges are (2j+1)/6. For z light,

Σ_m |g_0^s|² = 1/3,  Σ_m |g_0^d|² = 1/5 + 4/15 + 1/5 = 2/3.

With two spins this gives

S_j^s = 2 · (1/3) · [(2j+1)/6] I_s² = (2j+1) I_s²/9,
S_j^d = 2 · (2/3) · [(2j+1)/6] I_d² = 2(2j+1) I_d²/9.

The complete set of states in a shell is rotationally invariant, so the same values hold for the other polarizations.

**7. Where the assumptions matter**

*Spin-orbit coupling in the d shell.* Suppose the d states are resolved into d3/2 and d5/2. A vector operator cannot connect j = 1/2 with j = 5/2, so all the L2 strength 4/9 goes to d3/2, in units of I_d². For L3, use the d-shell projector P_d5/2 = (3 + 2L·S/ħ²)/5, which follows from the eigenvalues 1 and −3/2. Then

S(3/2→5/2) = (1/15) Tr[(3 + 2L·S/ħ²) D (2 + 2L·S/ħ²) D†].

The terms linear in L·S vanish in the spin trace. The constant term gives 6 · 2 · (2/3)/15 = 8/15. In the quadratic term, Tr[σ_k σ_k'] = 2δ_kk' leaves

(2/15) Σ_k Tr[ℓ_k D_o ℓ_k D_o†].

Complete multiplets are rotationally invariant, so one may average over q and take three times the z component:

3 · (1/3) Σ_{q,m} (m+q) m |g_q^d(m)|² = 2/5 + 4/5 + 4/5 = 2.

The three numbers belong to q = 0, +1, −1. The quadratic term is 4/15, so S(3/2→5/2) = 12/15 = 4/5. What remains for d3/2 is 8/9 − 4/5 = 4/45. The three allowed strengths are therefore

(3/2→5/2) : (3/2→3/2) : (1/2→3/2) = 9 : 1 : 5.

If only d3/2 were available, L3/L2 would be 1/5; if only d5/2 were available, L2 would vanish. The whole empty shell restores (9+1)/5 = 2 for the strengths integrated over both d levels, provided that they have the same radial function. If the levels are split in energy, the ratio at one E differs from 2.

*Spin polarization.* Let the final density be collinear, ρ = ½(ρ_0 ⊗ 1 + ρ_z ⊗ σ_z). The identity of part 6 becomes

S_3/2 − 2S_1/2 = Tr[ρ_z D_o ℓ_z D_o†].

Consider linear light and an orbital density that is even under time reversal. With real harmonics and real radial functions, D_o† ρ_z D_o is real and symmetric while ℓ_z is imaginary and antisymmetric. Their trace is zero, and 2:1 survives the spin polarization. Circular light is different. For q = +1 and an empty d shell of spin up alone, ρ_0 = ρ_z = 1. The squared factors for m = −1, 0, 1 are 1/15, 1/5 and 2/5, so

S_3/2 + S_1/2 = 2/3,  S_3/2 − 2S_1/2 = 2/5 − 1/15 = 1/3.

This gives 5/9 and 1/9, a ratio of 5. For spin down the second right side changes sign, both strengths are 1/3, and the ratio is 1. The dependence on spin arises because circular light weights the orbital m values of the core unequally, and the core spin-orbit coupling links m to spin.

*Electron-hole exchange.* An empty shell does not guarantee 2:1 once the excited electron interacts with the core hole. A minimal model shows this. Let Δ be the splitting of the edges, and let |b⟩ be the normalized electron-hole state created by the light in an empty d shell. Its components on the edges follow from the strengths:

|b⟩ = √(2/3)|b_3⟩ + √(1/3)|b_2⟩.

Add the interaction K|b⟩⟨b|. In the basis b_3, b_2 the energy matrix is

[[2K/3, √2K/3], [√2K/3, Δ + K/3]].

Its lower eigenvector is (cosϑ, −sinϑ), with tan2ϑ = (2√2K/3)/(Δ − K/3) and, for K ≥ 0, 0 ≤ 2ϑ < 180°, so that 2ϑ passes 90° at K = 3Δ. Writing |b⟩ = (cosϑ₀, sinϑ₀), where tanϑ₀ = 1/√2, the overlaps of |b⟩ with the lower and upper states are cos(ϑ+ϑ₀) and sin(ϑ+ϑ₀). Thus

L3/L2 = cot²(ϑ + ϑ₀).

At K = 0 this is 2. For K > 0 the angle ϑ grows with K, and the ratio falls; as K → ∞ it tends to zero because ϑ + ϑ₀ → 90°. In that limit the lower state lies at 2Δ/3 and the upper one rises with K, so the labels L3 and L2 describe the two states only while K is small against Δ. For K = Δ/4, tan2ϑ = 0.257, ϑ = 7.2° and ϑ₀ = 35.3°, so the ratio is 1.19. Diagonalizing the model in the full space of 6 × 10 electron-hole states gives the same value. Real multiplet interactions have more terms, so this is a demonstration of the mechanism, not an estimate for an element.

**8. A potassium atom: radial integrals and PAW error**

Potassium has an empty 3d shell. The free atom is treated in the spherical, spin-restricted local density approximation, with Slater exchange and VWN correlation. The final waves use the ground-state potential. Core-hole relaxation, multiplets, and mass-velocity and Darwin terms are left out.

As a check on the radial solution, the 2p level of K⁺ is −10.512 hartree on the grid and −10.527 hartree in the contracted Gaussian basis def2-QZVP. The difference of 0.016 hartree comes from the contraction, not from the grid: with the same Gaussians left uncontracted the level is −10.512 hartree. A separate set of 22 s and 16 p Gaussians, whose exponents are 0.05 · 2.2^k with k = 0, 1, 2, …, gives the same value. The eigenvalue is thus numerically sound, but because core-hole relaxation is left out, the edge energies derived from it should not be read as measured ones.

The s and d waves are taken 4 eV above the vacuum level. Each has unit norm inside a sphere whose effective radius on the grid is 3.003 bohr and is positive at its surface. The 2p norm outside is about 10⁻¹⁰, so core confinement is well satisfied. For this radius the integrals are

I_s = −0.05104 bohr,  I_d = 0.15906 bohr.

For the empty-shell formulas, one such wave per spin orbital represents each shell:

S_3/2^s = 4(0.05104)²/9 = 1.158 × 10⁻³ bohr²,
S_3/2^d = 8(0.15906)²/9 = 2.249 × 10⁻² bohr².

The L2 values are half as large. The totals are 2.365 × 10⁻² and 1.182 × 10⁻² bohr². The d strength exceeds the s strength by 2(I_d/I_s)² = 19.4: a factor 2 is angular and 9.7 is radial. The radial factor depends on the chosen normalization in the sphere, so 19.4 is not a ratio of measured absorption channels. A radius of 3.010 bohr already gives I_s = −0.05086 bohr, I_d = 0.15895 bohr and 19.5, and a radius of 2.5 bohr gives 11.6.

The PAW formula was tested with two partial waves per channel, at 4 ± 1.5 eV. The smooth radial equation was solved at 4 eV with the all-electron value at the sphere surface, and the integral was rebuilt from the projections. The smooth waves were r^{l+1} times a cubic polynomial in r², joined to φ_i on the four outermost grid points, and the smooth potential was a parabola with the value and slope of V at the surface. Relative to the all-electron integral, the error is then 1.3 × 10⁻⁴ for s and 9.1 × 10⁻⁴ for d. These figures belong to this construction. Joining the value and three derivatives at 3.007 bohr gives 0.7 × 10⁻⁴ and 9.5 × 10⁻⁴, a quadratic polynomial gives 2.3 × 10⁻³ and 1.4 × 10⁻³, and raising or lowering the smooth potential by 0.5 hartree at the centre moves the s error to 3 × 10⁻⁶ or 2 × 10⁻⁴. At either reference energy the smooth solution is φ~_i itself and the error vanishes. If the error is smooth in energy, it contains the factor (E−E_1)(E−E_2), which is −δ² midway between references at E ± δ. Halving δ should then reduce it about fourfold. The computed errors at ±0.75 eV, 3.2 × 10⁻⁵ and 2.3 × 10⁻⁴, agree with this, and the other constructions show a similar reduction.

**9. The correction from different core radial functions**

Spin-orbit coupling also changes the core orbitals. In the atom it is included as ξ(r)L·S/ħ², with

ξ = (ħ²/2m²c²)(1/r)(dV/dr)/[1 + (ε_2p − V)/2mc²]².

Here V is the potential energy. The levels shift by ½⟨ξ⟩ and −⟨ξ⟩ to first order, so the splitting is (3/2)⟨ξ⟩ = 2.815 eV. Solving the radial equation separately for each j gives 2.834 eV. The Dirac equation in the same potential gives 2.90 eV, so the relativistic terms left out change the splitting by about 2 %.

The attractive term for j = 1/2 contracts that orbital: its mean radius is 0.3505 bohr, against 0.3528 bohr for j = 3/2. The radial integral now depends on j, and for an empty shell each channel has

S_3/2^l/S_1/2^l = 2 (I_l,3/2/I_l,1/2)².

The numbers are

s: 2(0.051452/0.050209)² = 2.10,
d: 2(0.159767/0.157616)² = 2.05.

The combined ratio is 2.06, close to the d value because d dominates. The integrals change by 2.5 % and 1.4 %, more than the 0.7 % change in mean radius.

At the same final-state energy the photon energies are about 283 eV for L3 and 286 eV for L2; their difference is the splitting, 2.83 eV. The prefactor ħω multiplies the ratio by 1 − 2.83/286 = 0.990, and the cross-section ratio becomes 2.04. In this atomic model the two corrections partly cancel. The last digit is not firm: with Dirac core and final waves in the same potential the combined ratio is 2.05 and the cross-section ratio 2.03, and within the model both fall by about 0.01 between final-state energies of 1 and 25 eV.

In a spectrum, this comparison means shifting the L2 contribution down by the edge splitting before dividing. At one fixed photon energy above both edges, the two contributions probe final states 2.8 eV apart, and their ratio also contains the energy dependence of ρ and I_l.

Calculated quantities

```
K+ 2p level, radial grid: -10.5115 hartree
K+ 2p level, Gaussian basis: -10.5272 hartree
K atom 2p level without spin-orbit: -279.84 eV
K atom 4s level: -2.417 eV
2p spin-orbit splitting: 2.834 eV
2p splitting, first order: 2.815 eV
sphere radius: 3.007 bohr
2p norm outside sphere: 8.2e-11
final-state energy above vacuum: 4.00 eV
I_s, all-electron: -0.051040 bohr
I_s, PAW, energies 4 +/- 1.5 eV: -0.051034 bohr
PAW relative error s, +/-1.5 eV: 1.28e-04
PAW relative error s, +/-0.75 eV: 3.19e-05
strength L3 to s: 1.1578e-03 bohr^2
strength L2 to s: 5.7891e-04 bohr^2
I_d, all-electron: 0.159055 bohr
I_d, PAW, energies 4 +/- 1.5 eV: 0.159200 bohr
PAW relative error d, +/-1.5 eV: 9.10e-04
PAW relative error d, +/-0.75 eV: 2.29e-04
strength L3 to d: 2.2488e-02 bohr^2
strength L2 to d: 1.1244e-02 bohr^2
total strength L3: 2.3645e-02 bohr^2
total strength L2: 1.1823e-02 bohr^2
L3/L2 with common 2p radial function: 2.000000
z light, j=0.5, mj=0.5: angular strength s 0.111111, d 0.222222
z light, j=1.5, mj=0.5: angular strength s 0.222222, d 0.244444
z light, j=1.5, mj=1.5: angular strength s 0.000000, d 0.200000
largest |L3/L2 - 2|, 20 random cases: 1.1e-15
angular strength 3/2 to d5/2: 0.800000
angular strength 3/2 to d3/2: 0.088889
angular strength 1/2 to d3/2: 0.444444
L3/L2 into d3/2 alone: 0.2000
L3/L2, q=+1 light, spin-up d only: 5.0000
L3/L2, q=+1 light, spin-down d only: 1.0000
model exchange K = splitting/4: 0.709 eV
L3/L2 with model exchange: 1.1931
mean radius 2p3/2: 0.35277 bohr
mean radius 2p1/2: 0.35047 bohr
I_s from 2p3/2, 2p1/2: -0.051452, -0.050209 bohr
I_d from 2p3/2, 2p1/2: 0.159767, 0.157616 bohr
L3/L2 s channel, j-dependent core: 2.1003
L3/L2 d channel, j-dependent core: 2.0550
L3/L2 total strength, j-dependent core: 2.0572
photon energies L3, L2: 282.90, 285.74 eV
L3/L2 cross section at equal final energy: 2.0368
```
